# The Long-Range Tail in Constrained RPA and V/U for Oxides

## Definitions and conventions

Gaussian units are used, and $v$ is the repulsive Coulomb energy of two electrons. The crystal is three-dimensional and cubic, with cell volume $\Omega=a^3$. Its partly filled target bands are separated in energy from all other bands, which are completely full or empty. The nuclei are clamped and the screening is static.

Let $P(q)$ be the change in electron number per cell, at wave vector $\mathbf q$, per unit total potential energy. It is negative, because electrons leave regions of high potential energy. In the random phase approximation (RPA), electrons respond independently to the total potential. Write $M_{nm}=\langle u_{n\mathbf k}|u_{m,\mathbf k+\mathbf q}\rangle$. To first order, the potential mixes state $(m,\mathbf k+\mathbf q)$ into $(n,\mathbf k)$, which contributes $f_{n\mathbf k}|M_{nm}|^2/(E_{n\mathbf k}-E_{m,\mathbf k+\mathbf q})$. The reverse mixing has the opposite denominator and the weight $f_{m,\mathbf k+\mathbf q}$. With a factor 2 for spin and $N$ cells,

$$P(\mathbf q)=\frac2N\sum_{\mathbf k nm}|M_{nm}|^2\,\frac{f_{n\mathbf k}-f_{m,\mathbf k+\mathbf q}}{E_{n\mathbf k}-E_{m,\mathbf k+\mathbf q}} .$$

Split $P=P_d+P_r$, where $P_d$ holds every term with both states in the target bands. For a single target band these are the metallic intraband transitions. For several target bands, the transitions between them must be removed too, since they can have arbitrarily small energies. The partially screened interaction obeys $W_r=v+vP_rW_r$, so

$$W_r=\frac{v}{1-P_rv},\qquad \frac1{W_r}=\frac1v-P_r .$$

The on-site $U$ and nearest-neighbour $V$ are averages of $W_r$ over orbital densities, taken here as Gaussians $\propto e^{-r^2/2\sigma^2}$.

## Back-of-envelope argument

Once the mobile carriers may no longer respond, what remains behaves like an insulator. Its bound charge can shift but cannot flow in to neutralize a test charge. At large distance the interaction is therefore reduced by a finite constant $\epsilon_r$, giving $e^2/(\epsilon_rR)$.

For an oxide, take the round values $a=4$ Å between neighbouring metal sites, $\sigma=0.5$ Å and $\epsilon_r=5$. This $\epsilon_r$ excludes the transitions within the target bands and the lattice vibrations; transitions between the target bands and the other bands still contribute to it. With $e^2=14.40$ eV Å,

$$V\approx\frac{14.40}{5\times4}\ \text{eV}=0.72\ \text{eV}.$$

The bare on-site energy follows from the Fourier transform $e^{-q^2\sigma^2/2}$ of each density:

$$U_0=\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^2}{q^2}e^{-q^2\sigma^2}
=\frac{2e^2}{\pi}\int_0^\infty\! dq\,e^{-q^2\sigma^2}=\frac{e^2}{\sqrt\pi\,\sigma}\approx16.2\ \text{eV}.$$

Define the on-site screening factor $\epsilon_{\rm loc}=U_0/U$. Then

$$\frac VU=\frac{e^2}{\epsilon_ra}\,\frac{\epsilon_{\rm loc}\sqrt\pi\,\sigma}{e^2}=\frac{\epsilon_{\rm loc}}{\epsilon_r}\,\frac{\sqrt\pi\,\sigma}{a},\qquad \frac{\sqrt\pi\,\sigma}{a}=0.22 .$$

If the screening at every wavelength lies between none and $\epsilon_r$, then $1\le\epsilon_{\rm loc}\le5$, and $V/U$ lies between 0.04 and 0.22. Under that premise the ratio is of order one tenth. The premise can fail when the screening charge sits on the same sites as the target orbital: in the lattice model below, $1-P_rv$ rises from $\epsilon_r=2.01$ at $q\to0$ to 3.1 at the zone corner, so that $\epsilon_{\rm loc}=2.4>\epsilon_r$ and $V/U=0.28$. The range is therefore not a general bound. Two things need a derivation: that $\epsilon_r$ is finite, and where $\epsilon_{\rm loc}$ falls in its range.

## Why the remaining response vanishes as $q^2$

Expand the Bloch Hamiltonian as $H(\mathbf k+\mathbf q)=H(\mathbf k)+\mathbf q\cdot\partial_{\mathbf k}H$. First-order perturbation theory adds to $|u_m\rangle$ the component

$$M_{nm}=\frac{\mathbf q\cdot\langle n|\partial_{\mathbf k}H|m\rangle}{E_m-E_n}\qquad(n\ne m)$$

along $|u_n\rangle$. There is no term of order $q^0$, because different bands at the same $\mathbf k$ are orthogonal. Physically, a uniform potential cannot cause a transition.

Pairs of full bands, or of empty bands, drop out of $P_r$ because their occupations are equal. The remaining pairs connect different groups (full, target, empty), whose energy difference is bounded below by a gap. Since

$$\frac{f_n-f_m}{E_n-E_m}=-\frac{f_n-f_m}{E_m-E_n},$$

and each pair occurs in two orders with equal contributions, a factor 2 joins the spin factor 2. In a cubic crystal the $q^2$ coefficient is the same in all directions, so $\mathbf q$ may be taken along $x$:

$$P_r=-\alpha q^2+O(q^4),\qquad
\alpha=4\Big\langle\sum_{n<m}\frac{(f_n-f_m)\,|\langle n|\partial_xH|m\rangle|^2}{(E_m-E_n)^3}\Big\rangle_{\mathbf k},$$

where the sum runs over pairs from different groups and the bracket is an average over the Brillouin zone.

The Fermi surface does not spoil this expansion. Each surviving term contains at most one variable occupation, that of the target band: $1-f_t$ for full-to-target and $f_t$ for target-to-empty transitions, while full-to-empty transitions carry the constant weight 1. If it is evaluated at $\mathbf k+\mathbf q$, shifting the summation variable moves it to $\mathbf k$. All dependence on $\mathbf q$ then sits in overlaps and gapped denominators, which are smooth after summation over each separated group. Exchanging the two states also shows that $P_r(\mathbf q)=P_r(-\mathbf q)$, so there is no cubic term.

## From the pole to the tail

The lattice transform of the bare interaction tends to $4\pi e^2/(\Omega q^2)$ at small $q$. Hence

$$\frac1{W_r}=\frac{\Omega q^2}{4\pi e^2}+\alpha q^2+O(q^4)=\frac{\Omega\epsilon_r}{4\pi e^2}\,q^2+O(q^4),\qquad
\epsilon_r=1+\frac{4\pi e^2\alpha}{\Omega}.$$

The pole in $W_r(q)$ survives with a reduced strength. In real space it gives

$$W_r(R)\to\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^2}{\epsilon_rq^2}e^{i\mathbf q\cdot\mathbf R}
=\frac{2e^2}{\pi\epsilon_r}\int_0^\infty\!dq\,\frac{\sin qR}{qR}=\frac{e^2}{\epsilon_rR},$$

since $\int_0^\infty dx\,\sin x/x=\pi/2$.

The next term of $W_r(q)$ is bounded at $q=0$ but depends on the direction of $\mathbf q$. Substituting $\mathbf q=\mathbf s/R$ in its Fourier integral brings out a factor $R^{-3}$, so the correction relative to the tail is of order $(a/R)^2$.

The scalar equation for $W_r$ holds when all orbitals on a site share one density and the charge carried by products of different orbitals, on the same site or on different sites, is neglected. In a real crystal the potential also has components at $\mathbf q+\mathbf G$. Let a prime denote the block $\mathbf G\ne0$. A slowly varying potential $\phi_0$ induces $\phi'=v'(P'_{\cdot0}\phi_0+P'\phi')$. Solving for $\phi'$ gives the long-wave density

$$n_0=\big[P_{00}+P_{0\cdot}(1-v'P')^{-1}v'P'_{\cdot0}\big]\phi_0 ,$$

with all $P$ belonging to the remaining transitions. $P_{00}$ contains two factors of order $q$, and $P_{0\cdot}$ and $P'_{\cdot0}$ contain one each. The bracket is again of order $q^2$ if the inverse is finite. These local fields change the value of $\epsilon_r$, not the form of the tail.

## What the metallic part would do

For intraband terms the overlap tends to 1 and the difference quotient tends to $\partial f/\partial E$. Therefore

$$P_d(0)=2\Big\langle\frac{\partial f}{\partial E}\Big\rangle_{\mathbf k}=-\frac{dn}{d\mu},$$

where $n$ is the electron number per cell. This is nonzero in a metal. If a fraction $\lambda$ of $P_d$ is kept, then at small $q$, neglecting the $q^2$ part of $\lambda P_d$,

$$W(q)\approx\frac{4\pi e^2}{\Omega\epsilon_r}\,\frac1{q^2+\kappa^2},\qquad \kappa^2=\frac{4\pi e^2\lambda}{\Omega\epsilon_r}\frac{dn}{d\mu}.$$

The pole at $q=0$ is gone, and the $1/R$ tail with it. The same happens if another metallic band is left among the remaining transitions, so the removal has to be complete.

Dimension matters as well. In a single layer the bare interaction per unit area is $2\pi e^2/q$. A response $-\alpha_2q^2$ then gives $\epsilon(q)=1+2\pi e^2\alpha_2q\to1$, so the far tail is unscreened.

## Screening inside the orbital

$U$ samples wavelengths down to the orbital size, so $\epsilon(q)$ is needed at all $q$. A simple model is

$$\epsilon(q)=1+\Big[\frac1{\epsilon_r-1}+\frac{q^2}{q_{TF}^2}\Big]^{-1}.$$

It gives $\epsilon_r$ at $q=0$. At large $q$ it gives the Thomas–Fermi response $1+q_{TF}^2/q^2$ of an electron gas with the density $\rho$ of the oxygen p electrons. For such a gas $\rho=k_F^3/3\pi^2$ and $\mu=\hbar^2k_F^2/2m$, so

$$q_{TF}^2=4\pi e^2\frac{d\rho}{d\mu}=4\pi e^2\,\frac{k_F^2/\pi^2}{\hbar^2k_F/m}=\frac{4k_F}{\pi a_0},\qquad a_0=\frac{\hbar^2}{me^2}.$$

The Thomas–Fermi form fixes the polarization of the gas at its $q\to0$ value $-d\rho/d\mu$, so it is not the true short-wavelength limit. Its use here, like the interpolation itself, is an assumption. Using the Lindhard function of the gas instead changes the result below only slightly ($U=5.8$ eV, $V/U=0.12$). The stronger assumption is that the screening medium is uniform, which forces $\epsilon(q)\le\epsilon_r$.

Put $\mu_s^2=q_{TF}^2\,\epsilon_r/(\epsilon_r-1)$. Clearing the fractions gives

$$\frac1{\epsilon(q)}=\frac{q^2+\mu_s^2/\epsilon_r}{q^2+\mu_s^2}=1-\Big(1-\frac1{\epsilon_r}\Big)\frac{\mu_s^2}{q^2+\mu_s^2}.$$

Inserting this factor in the integral for $U_0$ requires

$$J=\int_0^\infty\!dq\,\frac{e^{-q^2\sigma^2}}{q^2+\mu_s^2}.$$

Let $s=\sigma^2$ and $K(s)=e^{-\mu_s^2s}J$. Then $K(0)=\pi/2\mu_s$ and $dK/ds=-\int_0^\infty dq\,e^{-(q^2+\mu_s^2)s}=-\tfrac12\sqrt{\pi/s}\,e^{-\mu_s^2s}$. Integrating with $s=t^2/\mu_s^2$ gives

$$K=\frac{\pi}{2\mu_s}-\frac{\sqrt\pi}{\mu_s}\int_0^{\mu_s\sigma}\!e^{-t^2}dt=\frac{\pi}{2\mu_s}\,\mathrm{erfc}(\mu_s\sigma).$$

Therefore

$$U=U_0-\frac{2e^2}{\pi}\Big(1-\frac1{\epsilon_r}\Big)\mu_s^2J
=U_0\Big[1-\Big(1-\frac1{\epsilon_r}\Big)\sqrt\pi\,\mu_s\sigma\,e^{\mu_s^2\sigma^2}\mathrm{erfc}(\mu_s\sigma)\Big].$$

With 18 oxygen p electrons per cell (three filled shells), $\rho=18/64=0.28$ Å$^{-3}$. This gives $k_F=2.03$ Å$^{-1}$, $q_{TF}=2.21$ Å$^{-1}$, $\mu_s=2.47$ Å$^{-1}$ and $\mu_s\sigma=1.23$. The square bracket is $1-0.8\times0.81=0.35$, so

$$U\approx0.35\times16.2\ \text{eV}\approx5.7\ \text{eV}\ (9.1\times10^{-19}\ \text{J}),\qquad \frac VU\approx\frac{0.72}{5.7}\approx0.13 .$$

In joules, $V\approx1.2\times10^{-19}$ J. The full integral for $V$ in this model, including the short-range part of $W_r$ and the orbital width, gives 0.721 eV. In this isotropic model the pure tail is thus already adequate at the neighbour distance; in the lattice model below it is off by about 4% at $R=a$.

## Comparison

The tail was checked on a lattice model with $a=4$ Å and five orbitals per site: a target orbital s, three full p orbitals and an empty orbital c. Each has diagonal energy $E_j+2t_j\sum_i\cos k_ia$. The off-diagonal elements are $2it_{sp}\sin k_ia$ between s and $p_i$, and likewise for c. The parameters are in the printed output. The target band holds 0.6 electrons per cell, and the electronic temperature is $k_BT=0.15$ eV.

The formula for $\alpha$ gives 0.358 Å$^2$/eV, and so does the explicit band sum at small $q$ in two directions. Hence $\epsilon_r=1+4\pi\times14.40\times0.358/64=2.01$. Site densities alone screen in this model, so it tests the tail and does not supply the oxide's $\epsilon_r$ or $U$.

The table gives $\epsilon_rRW/e^2$, which should tend to 1 when the intraband part is removed.

| $R/a$ | removed | one tenth kept | fully kept |
|---|---|---|---|
| 1 | 1.044 | 0.228 | 0.001 |
| 2 | 1.045 | 0.080 | 0.010 |
| 3 | 1.017 | 0.018 | −0.001 |
| 6 | 1.003 | 0.000 | 0.000 |

The table is for $\mathbf R$ along [100] on a $20\times20\times20$ grid; finer grids lower the first column by up to $2\times10^{-4}$ (1.017 becomes 1.016). The excess over 1, multiplied by $(R/a)^2$, is 0.15 at $R=3a$ and 0.11 at $4a$. At $5a$ and $6a$ it is about 0.10 on this grid but 0.094 and 0.088 on a $48\times48\times48$ grid. It stays bounded, consistent with a correction of order $(a/R)^2$. The $q^4$ term of $P_r$ gives the limiting coefficient 0.076 along [100] and $-0.050$ along [111], so the sign of the correction depends on direction. With one tenth of $P_d$ kept, the predicted screening length is 2.9 Å. At $R=a$ this suggests $e^{-4/2.85}\approx0.25$, against 0.23 found; at $R=2a$ it suggests $e^{-8/2.85}\approx0.060$, against 0.080 found. Close agreement is not guaranteed, because both that length and these distances are comparable with the lattice constant; with one hundredth kept (length 9 Å) the exponential still misses by 8% at $2a$ and agrees to about 1% from $4a$ on. The numerical check tests the tail, the formula for $\alpha$, the relation $P_d(0)=-dn/d\mu$ and the closed form for $U$ against direct sums and integrals; the screening length is printed but not tested.

For the oxide, the rough argument left $V/U$ between 0.04 and 0.22, provided the screening at short wavelength does not exceed $\epsilon_r$. The screening model gives $\epsilon_{\rm loc}=2.9$, against $\epsilon_r=5$ at long range, and so gives 0.13 for a uniform screening medium; screening by charge on the same site, which this model omits, can raise $\epsilon_{\rm loc}$ and with it the ratio. Raising $\epsilon_r$ from 4 to 8 at $\sigma=0.5$ Å lowers the ratio from 0.14 to 0.09, because $V$ falls as $1/\epsilon_r$ while $U$ falls more slowly. Raising $\sigma$ from 0.4 to 0.6 Å at $\epsilon_r=5$ increases it from 0.09 to 0.17, because $U$ falls and $V$ does not. With one parameter varied at a time, $V/U$ runs from about 0.09 to 0.17 (with both varied over the same ranges, the closed form gives 0.06 to 0.19), and in this model it is more sensitive to the orbital size than to the dielectric constant.

The small ratio does not make $V$ short-ranged. Along the tail the interaction at $2a$ is still about half that at $a$. A model that keeps $U$ alone therefore discards a slowly decaying interaction. A model that keeps it leaves the target electrons to screen it when the model is solved.

## Computed results

```
e^2 = 14.3996 eV angstrom; Bohr radius = 0.52918 angstrom
lattice constant a = 4.0 angstrom, sigma = 0.5 angstrom
LATTICE MODEL
site energies s, p, c = 0.0, -4.5, 8.0 eV
same-orbital hoppings s, p, c = -0.3, 0.1, -0.2 eV
hoppings s-p, c-p = 1.2, 1.0 eV
kT = 0.15 eV, target filling = 0.6 electrons per cell
grid = 20 x 20 x 20; chemical potential = 0.9192 eV
gap full-target = 2.100 eV
gap target-empty = 4.409 eV
alpha, perturbation formula = 0.35769 angstrom^2/eV
small q used = 0.0125 1/angstrom
alpha, sum at small q [100] = 0.35765 angstrom^2/eV
alpha, sum at small q [111] = 0.35768 angstrom^2/eV
eps_r of lattice model = 2.0113
-P_d(0) = 0.87406 1/eV; dn/dmu = 0.87406 1/eV
full W(q=0) = 1.1441 eV
screening length, fraction 1.0 kept = 0.90 angstrom
screening length, fraction 0.1 kept = 2.85 angstrom
R/a, W_r (eV), then eps_r R W/e^2 for intraband part
removed, one tenth kept, fully kept:
1  1.8678  1.0436  0.2278  0.0010
2  0.9350  1.0448  0.0801  0.0102
3  0.6064  1.0165  0.0177  -0.0007
4  0.4506  1.0070  0.0040  0.0001
5  0.3594  1.0039  0.0011  -0.0001
6  0.2991  1.0027  0.0004  0.0001
OXIDE ESTIMATE
eps_r = 5.0, oxygen p electrons per cell = 18
k_F = 2.0269 1/angstrom, q_TF = 2.2084 1/angstrom
mu_s = 2.4690 1/angstrom, mu_s sigma = 1.2345
bare U0 = 16.248 eV, screened U = 5.694 eV
eps_loc = U0/U = 2.854
sqrt(pi) sigma/a = 0.2216
V = e^2/(eps_r a) = 0.7200 eV, full integral = 0.7207 eV
V/U = 0.1265
U = 9.122e-19 J, V = 1.154e-19 J
eps_r, sigma (angstrom), U (eV), V (eV), V/U:
5.0  0.5  5.694  0.720  0.126
4.0  0.5  6.261  0.900  0.144
6.0  0.5  5.320  0.600  0.113
8.0  0.5  4.859  0.450  0.093
5.0  0.4  8.052  0.720  0.089
5.0  0.6  4.306  0.720  0.167
```
